Does the Lorentz local field drive long-range ionic hopping?

**Question**

I am modelling ion drift in the insulating layer of a resistive memory cell. The ion has charge q and hops between equivalent interstitial sites a distance a apart, over a barrier W. In the usual hopping law, the applied field lowers the forward barrier by half the work done in one hop and raises the backward barrier by the same amount.

My difficulty is which field to use. The layer is a dielectric, and at a site of cubic symmetry the field acting on a charge is the Lorentz field

E_loc = E(ε + 2)/3,

where E is voltage over thickness. The force on the ion is then qE_loc, so I wrote qE_loc·a for the work per hop. With ε = 4 this doubles the work, and since the work sits in an exponent, the drift rate changes a great deal. A colleague says I should use qEa. But then what happened to the force, which really is qE_loc? Does the polarization of the host by the ion itself matter?

**Answer**

Your force is right for a simple cubic host, the case treated below, but your work is wrong. The Lorentz field is the field at one point of the path. The work needs the field along the whole path, and between equivalent sites its average is E. By equivalent I mean here that a lattice translation carries one site into the other.

A check on energy already shows the trouble. Let the ion make N hops across a film of thickness L = Na under voltage V = EL. Your rule gives it the energy

N·qE_loc·a = qV(ε + 2)/3,

which for ε = 4 is twice what the source supplies when a charge q crosses the voltage V.

I use Hartree atomic units, with D = E + 4πP and hence 4πP = (ε − 1)E. E is the macroscopic field inside the insulator, uniform and held fixed during the hop.

**Work between equivalent sites**

Let e(r) be the microscopic field of the host, before the ion's own influence is added. It is static, so e = −∇φ. In a crystal under a uniform macroscopic field the polarization is the same in every cell, so e(r + R) = e(r) for each lattice vector R. Therefore

∇[φ(r + R) − φ(r)] = −e(r + R) + e(r) = 0,

and the drop φ(r) − φ(r + R) does not depend on the starting point r. Take R along z with length a, and call the drop Δ. The macroscopic field is the cell average of e, so

E = (1/a³) ∫ e_z dx dy dz = (1/a³) ∫ dx dy [φ(x,y,0) − φ(x,y,a)] = (1/a³)·a²·Δ = Δ/a.

Hence Δ = Ea, and the work on the ion is

w = q[φ(r) − φ(r + R)] = qEa.

Along a general lattice vector it is qE·R. Equivalently, φ(r) = −E·r + φ_per(r) with φ_per periodic. The Lorentz enhancement is part of the gradient of φ_per, and φ_per has the same value at both ends of the hop.

**Where the Lorentz field comes from**

Take a host of point dipoles p on a simple cubic lattice of constant a, so P = p/a³, with the field along z. The ion sits at a cube centre. Draw a large sphere around it and treat the material outside as a continuum. The outward normal of that material at the sphere points towards the ion, so the bound surface charge is σ = −P cosθ. Charge in direction θ gives the centre a z field −σ cosθ per unit solid angle, so the sphere's surface contributes

∫ P cos²θ dΩ = 4πP/3.

The dipoles inside the sphere contribute p Σ(3z² − r²)/r⁵. Cubic symmetry makes the sums of x²/r⁵, y²/r⁵ and z²/r⁵ equal, so this vanishes. Thus

E_loc = E + 4πP/3 = E + (ε − 1)E/3 = E(ε + 2)/3.

The lattice points are cubic sites too, so each dipole of polarizability α feels the same field, p = αE_loc. Then (ε − 1)E/(4π) = (α/a³)·E(ε + 2)/3, or

4πα/(3a³) = (ε − 1)/(ε + 2).

Cubic symmetry of the ion's site alone is not enough for this. If the host's polarizable ions sit on sites of lower symmetry, as the oxygen ions of a perovskite do, their dipoles can differ from one another, and the field at a cubic site need not be the Lorentz field. The work between equivalent sites is qEa all the same.

A slab whose layer dipoles are solved self-consistently at fixed D = εE tests both results. For ε = 2, 4 and 8 the field at the interstitial is 1.333E, 2.000E and 3.333E, while the potential drop per period stays at 1.000Ea. The force at the site grows with ε; the work per hop does not.

**What happens along the path**

Take a = 6 bohr, ε = 4, q = 1 and E = 5×10⁻⁴ a.u. (2.57×10⁸ V/m). These are round model parameters, not a particular material. The ion moves along z from one cube centre to the next, through the centre of the face between them. Summing the fields of a finite cube of 40³ equal dipoles gives

at the site: 2.00E
at a quarter of the hop: 1.03E
at the face centre: −0.07E.

At the face centre the field has even changed sign. The four nearest dipoles lie in the plane of the face, at distance d = a/√2, and point perpendicular to the line joining them to the ion. Each therefore gives −p/d³. With p = Pa³ and P = 3E/(4π) = 0.239E, the four together give

−4·2^(3/2)·P = −11.3 × 0.239E = −2.70E.

The large-sphere argument still supplies E + 4πP/3 = 2E here, but the face centre is not a cubic site and the dipoles inside the sphere no longer cancel. The four nearest overcompensate the 2E, and the more distant ones bring the total back to −0.07E.

The work is thus spread unevenly. The first quarter of the hop yields 1.66 times qEa/4, or 0.41qEa. The first half yields 0.50qEa, so the second quarter adds about 0.09qEa. Over the full hop the average field is 0.9994E.

The missing 6×10⁻⁴, relative to E, is an effect of the finite sample. The depolarizing field of a cube is 4πP/3 at its centre and, by reflection symmetry, varies quadratically with distance from it. The error should therefore fall as the inverse square of the cube's size. With 20³ dipoles it is 2.45×10⁻³, four times larger, as expected.

In energies, the correct and the false work are

qEa = 5×10⁻⁴ × 6 = 3.0×10⁻³ hartree = 0.082 eV,
qE_loc·a = 1.0×10⁻³ × 6 = 6.0×10⁻³ hartree = 0.163 eV.

The first quarter also shows a limit of the rule: between points not joined by a lattice translation φ_per need not cancel, and the work can differ from qE times the distance. This includes sites that are only mirror images of each other. From a quarter of the hop before a cube centre to a quarter after it, the work is twice that of the first quarter, 0.83qEa, although the distance is only a/2.

**The ion's own polarization cloud**

The ion polarizes the host, and the cloud changes as the ion moves. For linear response this does not alter the field work. Collect the induced dipoles in a vector μ, and let A be the symmetric matrix containing 1/α and the dipole–dipole coupling. Let F be the field of fixed outside sources (F also denotes the vector that repeats it at every dipole), and let q·g(r) be the ion's field at the dipoles. The energy is

U = ½ μ·Aμ − μ·(F + qg) − qF·r.

Minimizing over μ gives μ = A⁻¹(F + qg). Inserting this,

U = −½(F + qg)·A⁻¹(F + qg) − qF·r
 = −½ q² g·A⁻¹g − ½ F·A⁻¹F − q g·A⁻¹F − qF·r,

where the symmetry of A merged the two cross terms. The first term is the ion's polarization energy without applied field. The second does not depend on r. In the third, μ₀ = A⁻¹F are the host dipoles in the absence of the ion. For a dipole at R_i, g_i = (R_i − r)/|R_i − r|³, so

−q g_i·μ₀,i = q μ₀,i·(r − R_i)/|r − R_i|³,

which is q times the potential of that dipole at the ion. Therefore

U(r, F) = U(r, 0) + qφ(r) + const,

with φ the potential of the host without the ion. The cloud belongs to U(r, 0), that is, to the barrier W.

A small cluster of 6³ coupled dipoles tests this. The polarization energy at the saddle differs from that at the site by −0.039 hartree, far more than the field work. Yet the field-dependent energy change over one hop, with full repolarization, is −3.085×10⁻³ hartree, the same as q times the change of the host potential. That value need not equal −qEa, because the macroscopic field inside a dielectric cube placed in a uniform outside field is neither uniform nor exactly E. This is an effect of the cube's shape, and a larger cube does not remove it.

The result for equivalent sites does not rest on linearity. Let the ion move by R in an infinite crystal at fixed E, and let the response follow it completely. The final state is the initial state translated by R. All internal energies are unchanged, and the remaining term, −E times the dipole moment, changes by −qE·R, because a net charge q has been moved by R and the cloud consists of neutral bound units. This fails if the host does not relax to the translated state, or if electrons are transferred on the way so that the charge transported is not q.

One can also describe the force by an effective charge q*(r) = q·e_z(r)/E. Here it is 2.00q at the site and −0.07q at the saddle, with path average q. Using the site value for the whole hop is the same error in other words.

**Barrier lowering and exit ratio**

The face centre is a centre of inversion. Inversion reverses both the applied field and the response; for a linear host, reversing E reverses e everywhere. Combining the two, e_z has equal values at equal distances on either side of the saddle. Each half of the hop then contributes half the work:

w(site → saddle) = qEa/2 = 1.5×10⁻³ hartree.

A small field also shifts the positions of minimum and saddle, but the zero-field energy is stationary there, so the shifts affect the energies at second order. To first order the barriers are

W_forward = W − qEa/2,  W_backward = W + qEa/2.

If the saddle is not a centre of inversion, the two changes need not be equal in size, but the difference W_backward − W_forward is still qEa.

The exit ratio can be obtained without expanding in the field. Let the ion move by overdamped diffusion in U(z), the zero-field barrier plus qφ(z), and let s(z) be the probability of reaching +a before −a. Since s is unchanged on average during the motion,

s″ − (U′/kT)s′ = 0, so s′ ∝ exp(U/kT).

With s(−a) = 0 and s(a) = 1, the ratio of forward to backward exits from z = 0 is

s(0)/[1 − s(0)] = ∫₋ₐ⁰ exp(U/kT) dz / ∫₀ᵃ exp(U/kT) dz.

Shift the variable in the numerator by a and use U(z − a) = U(z) + qEa. The integrals cancel, leaving

forward/backward = exp(qEa/kT).

At 300 K, kT = 9.50×10⁻⁴ hartree and qEa/kT = 3.158, so the ratio is 23.5. Integrating over the summed microscopic potential, with its strong field at the site and weak field at the saddle, also gives 23.5. Your rule would give exp(6.316) ≈ 553.

**Drift rate**

Let k₀ be the zero-field hop rate in each direction. With the first-order barriers the rates are k₀exp(±x), where x = qEa/(2kT), and the drift velocity is

v = ak₀(eˣ − e⁻ˣ) = 2ak₀ sinh x.

At zero field the mean square displacement per unit time is 2k₀a² = 2D_ion, so D_ion = k₀a². For x ≪ 1,

v ≈ 2ak₀x = k₀a²·qE/kT = (qD_ion/kT)E.

This is the Einstein relation, and equilibrium demands it. With blocked electrodes and no current, the density n of dilute ions on equivalent sites follows the Boltzmann factor of the macroscopic potential, so n′/n = qE/kT. Zero flux, −D_ion n′ + mnE = 0, then fixes the mobility at m = qD_ion/kT. Your rule would give m(ε + 2)/3, twice too much here, and drift would then no longer balance diffusion in the Boltzmann distribution.

At the field of the example x = 1.579, and

2 sinh(1.579) = 4.64 with E,
2 sinh(3.158) = 23.5 with E_loc.

For comparison I took a cosine barrier of W = 0.03 hartree, added the summed microscopic potential, and computed the stationary current of the overdamped ion on a fine grid. The result is v/(ak₀) = 4.50. The Lorentz version is too large by a factor of 5.2. At one hundredth of this field the same calculation reproduces the Einstein mobility to about 0.1 per cent.

**What the local field does change**

The computed 4.50 lies 3 per cent below 4.64, and here the local field has a legitimate part. Near the minimum the energy is

½Kz² − qE_site·z,

with its minimum at z = qE_site/K, lowered by q²E_site²/(2K). At a distance u from the saddle, and measured from the saddle point's own energy, it is

−½Ku² − qE_saddle·u,

with its maximum at u = −qE_saddle/K, raised by q²E_saddle²/(2K). Both shifts increase the forward and the backward barrier alike, by

δW = q²(E_site² + E_saddle²)/(2K).

For the barrier (W/2)[1 − cos(2πz/a)] the curvature has magnitude K = 2π²W/a² = 0.01645 hartree/bohr² at both points. The saddle term is negligible, and

δW ≈ (1.0×10⁻³)²/(2 × 0.01645) = 3.0×10⁻⁵ hartree = 0.032kT.

The corrected rate is 4.643 × exp(−0.032) = 4.50, in agreement with the grid calculation. A uniform field E along the whole path would already give δW = q²E²/K = 0.016kT, half as much. At ε = 4 the local field thus adds a slight further slowing, through a term of second order in the field that leaves the exit ratio alone. It need not stay slight at high permittivity. The dipole part e_z − E is proportional to P, hence to ε − 1, so for ε = 25 it is eight times larger: E_site = 9E and E_saddle ≈ E − 8 × 1.07E ≈ −7.6E. The saddle term then counts, δW ≈ 1.1kT at the same field, and the drift in this model is slowed by about a factor of three. The expansion requires the displacement qE_loc/K, here 0.06 bohr, to be small compared with a.

**Using this in your model**

Put E, voltage over thickness in a uniform film, into the hopping law. If the two electrodes have different work functions, include their contact potential difference in the voltage. If space charge or layers of different permittivity make the field non-uniform, use the drop of the macroscopic potential between the two sites. For a hop right at an interface this is only an estimate, because the host dipoles on the two sides differ and the sites are no longer equivalent. Do not use the field outside the dielectric, which differs from E by a factor ε for a slab normal to the field.

If you extract a hop length from data, the choice matters there too. For x well above 1, and with δW neglected, ln v has the slope qa/(2kT) against E. Reading that slope with E_loc returns a length too small by 3/(ε + 2): 3 bohr instead of 6 in this example. The discrepancy vanishes as ε → 1 and grows with ε. Neglecting δW has a cost of its own: since δW grows as E², it lowers the slope by the fraction 2δW/(kT x) of qa/(2kT). In this model, at ε = 4, that is 4 per cent at the field of the example (where x = 1.58 is not yet large, and the factor coth x = 1.09 from the sinh raises the slope by more than this) and 12 per cent at three times that field, where x = 4.7. The cost grows quickly with ε: at ε = 25 the fraction is about 1.4 at the field of the example, so in this point-dipole model the slope no longer measures the hop length at all.

In a disordered film, neighbouring sites are not equivalent, and a single hop also contains a difference of site energies and an uneven share of the local field. If the site energies, with the local-field share included, scatter about the macroscopic potential energy by a fixed amount throughout the film, the typical size of these contributions does not grow with the number of hops, while the macroscopic part qΔV does. The rule then holds for the long-range drop, not for each hop. Randomly placed charged defects are a harder case, because their potentials reach far. Without screening, the mean square energy difference between two sites a distance R apart is proportional to ∫(1/r − 1/|r − R|)² dV, which by scaling grows as R. The typical difference then grows as √R, more slowly than qΔV, but this helps only at large R. The integral equals 4πR, so for unit charges of density n_d the typical difference is √(4πn_d R)/ε. With n_d = 10²⁰ cm⁻³, ε = 4 and R = 5 nm this unscreened estimate is 0.033 hartree, against qER = 0.047 hartree at the field of the example, so in a thin, defect-rich film the scatter can rival the macroscopic drop.

The point-dipole host leaves out short-range overlap and lattice relaxation, so the field profile and the size of δW belong to this model. The work qEa between equivalent sites rests on periodicity and does not depend on those details. The full set of values is in the numerical output below.

Computed results

```
lattice constant = hop length: 6.0 bohr
permittivity: 4.0; ion charge: 1.0 e
macroscopic field: 5.00e-04 a.u. = 2.571e+08 V/m
barrier: 0.030 hartree; temperature: 300 K
kT: 9.5004e-04 hartree
polarization P: 1.1937e-04 a.u.
host polarizability: 25.783 bohr^3
Lorentz field: 1.000e-03 a.u.
in-plane dipole sum: 9.03362 / a^3
slab: eps, field at site / E, potential drop per period / (E a)
  2   1.33333   1.00000
  4   2.00000   1.00000
  8   3.33333   1.00000
cube, field at site / E: 2.0000
cube, field at quarter point / E: 1.0345
cube, field at saddle / E: -0.0697
cube, path-averaged field / E: 0.99939
relative error, 20^3 dipoles: 2.45e-03
relative error, 40^3 dipoles: 6.13e-04
work to quarter point / (q E a/4): 1.6580
work to saddle: 1.49977e-03 hartree
work of full hop, summed: 2.99816e-03 hartree
q E a: 3.00000e-03 hartree = 0.08163 eV
false work q E_loc a: 6.00000e-03 hartree = 0.16327 eV
cluster, polarization energy, saddle minus site: -0.03864 hartree
cluster, field energy change of hop, with repolarization: -3.085074e-03 hartree
cluster, q times host potential change: -3.085074e-03 hartree
q E a / kT: 3.1578
forward/backward exits, microscopic potential: 23.506
exp(q E a / kT): 23.518
false ratio exp(q E_loc a / kT): 553.1
low-field mobility / (q D_ion / kT): 1.0013
curvature K: 0.01645 hartree/bohr^2
second-order barrier rise: 3.043e-05 hartree = 0.0320 kT
net drift v/(a k0), Markov chain: 4.5032
2 sinh(q E a / 2kT): 4.6433
same with second-order barrier rise: 4.4969
false law with Lorentz field: 23.4751
false law / Markov chain: 5.213
```
